# Electronic Friction, Its Noise, and Vibrational Lifetimes at Metal Surfaces

## 1. One quantum and a flat metal

Take an oscillator of mass $M$ and frequency $\Omega$ beside a metal at zero temperature. Units are $\hbar=1$ and energies are measured from the Fermi level. The displacement $x$ acts on the electrons through $x\hat A$. Suppose, for one spin, that the density of states $\nu$ and the matrix element $A$ between electron states are constant near the Fermi level.

The first excited vibrational state can decay by lifting an electron from energy $\varepsilon<0$ to $\varepsilon+\Omega>0$. The allowed starting energies fill an interval of length $\Omega$, so the weight of such pairs is $\nu^2\Omega$. With $|\langle0|x|1\rangle|^2=1/(2M\Omega)$, the golden rule gives

$$k_{1\to0}=2\pi\,\frac{1}{2M\Omega}\,A^2\nu^2\Omega=\frac{\pi\nu^2A^2}{M}.$$

The frequency cancels: a larger quantum has more pairs to excite but a smaller squared displacement. A classical oscillator with friction force $-\gamma\dot x$ loses energy at the rate $\gamma/M$, so this metal acts as a friction $\gamma=\pi\nu^2A^2$. Below, this result is extended to many coordinates, finite temperature and energy-dependent matrix elements, and the accompanying noise is found.

## 2. The electronic force and its delay

Let the nuclei have classical coordinates $R_i$ and masses $M_i$. The electrons are independent, with a real one-body Hamiltonian $h(R)$ in a fixed orthonormal basis. Define

$$A_i=\frac{\partial h}{\partial R_i},\qquad \hat A_i=\sum_{mn}(A_i)_{mn}c_m^\dagger c_n .$$

The electronic force is $-\langle\hat A_i\rangle$. The metal is infinite and acts as a reservoir of fixed temperature $T$ and chemical potential, here set to the Fermi level.

Expand about the present geometry $R(t)$. At an earlier time $t-s$ the nuclei were displaced from it by $\delta R_j(t-s)\simeq-s\dot R_j(t)$, and the electrons felt the extra term $\sum_j\hat A_j\delta R_j$. First-order time-dependent perturbation theory gives

$$\langle\hat A_i\rangle(t)=\langle\hat A_i\rangle_{\rm eq}+\sum_j\int_0^\infty ds\,\chi_{ij}(s)\,\delta R_j(t-s),$$

$$\chi_{ij}(s)=-i\langle[\hat A_i(s),\hat A_j(0)]\rangle .$$

The equilibrium term, together with the nuclear repulsion, is the gradient of a potential $U(R)$ that contains the electronic grand potential. Inserting $\delta R_j=-s\dot R_j$ gives the remaining force

$$+\sum_j\dot R_j\int_0^\infty ds\,s\,\chi_{ij}(s)\equiv-\sum_j\gamma_{ij}\dot R_j,\qquad
\gamma_{ij}=-\int_0^\infty ds\,s\,\chi_{ij}(s).$$

This requires $\chi_{ij}$ to decay before the velocities or the electronic structure change appreciably. Friction is thus the lag of the electrons behind the nuclei.

For motion proportional to $e^{-i\omega t}$ the friction force is $+i\omega\gamma R$, while the response force is $-\chi(\omega)R$. Comparing the dissipative parts gives

$$\gamma_{ij}(\omega)=-\frac{\operatorname{Im}\chi_{ij}(\omega)}{\omega}.$$

Since $\chi_{ij}(s)$ is real, $\operatorname{Im}\chi_{ij}(\omega)=\int_0^\infty\sin(\omega s)\chi_{ij}(s)ds$, and $\omega\to0$ returns the time integral above.

## 3. The friction tensor

Let $k,l$ label eigenorbitals of $h$, including spin, with Fermi occupations $f_k$. In equilibrium

$$\hat A_i(t)=\sum_{kl}(A_i)_{kl}\,c_k^\dagger c_l\,e^{i(\varepsilon_k-\varepsilon_l)t}.$$

For independent electrons Wick's theorem leaves one connected contraction:

$$\langle\hat A_i(t)\hat A_j(0)\rangle_c=\sum_{kl}f_k(1-f_l)(A_i)_{kl}(A_j)_{lk}e^{i(\varepsilon_k-\varepsilon_l)t}.$$

The opposite operator order has the same matrix elements and phase, but the weight $f_l(1-f_k)$. The commutator therefore carries

$$f_k(1-f_l)-f_l(1-f_k)=f_k-f_l .$$

Integrating over time with a convergence factor,

$$\chi_{ij}(\omega)=\sum_{kl}\frac{(f_k-f_l)(A_i)_{kl}(A_j)_{lk}}{\omega+\varepsilon_k-\varepsilon_l+i0^+}.$$

The matrix elements are real, so the imaginary part comes from the denominator, which contributes $-\pi\delta(\omega+\varepsilon_k-\varepsilon_l)$. Hence

$$\gamma_{ij}(\omega)=\frac{\pi}{\omega}\sum_{kl}(f_k-f_l)(A_i)_{kl}(A_j)_{lk}\,\delta(\omega+\varepsilon_k-\varepsilon_l).$$

The delta function sets $\varepsilon_l=\varepsilon_k+\omega$, and $f(\varepsilon_k)-f(\varepsilon_k+\omega)\to-\omega f'(\varepsilon_k)$. The low-frequency tensor is

$$\boxed{\gamma_{ij}=\pi\sum_{kl}[-f'(\varepsilon_k)]\,\delta(\varepsilon_k-\varepsilon_l)(A_i)_{kl}(A_j)_{lk}}$$

The levels must become continuous before $\omega\to0$; a finite metal has discrete transitions and no smooth limit.

Because $A_i$ is real and symmetric, so is $\gamma$. For any real vector $u_i$,

$$\sum_{ij}u_i\gamma_{ij}u_j=\pi\sum_{kl}(-f'_k)\delta(\varepsilon_k-\varepsilon_l)\Big[\sum_iu_i(A_i)_{kl}\Big]^2\ge0,$$

so the force cannot feed energy into the nuclei. A complex $h$, as in a magnetic field, can add an antisymmetric velocity force, which is excluded here.

## 4. The noise

The force also fluctuates about its mean. Let $\xi_i=-(\hat A_i-\langle\hat A_i\rangle)$ and define the symmetrized spectrum

$$S_{ij}(\omega)=\int_{-\infty}^{\infty}dt\,e^{i\omega t}\,\tfrac12\langle\xi_i(t)\xi_j(0)+\xi_j(0)\xi_i(t)\rangle .$$

The time integral gives $2\pi\delta(\omega+\varepsilon_k-\varepsilon_l)$, and the factor $\tfrac12$ leaves

$$S_{ij}=\pi\sum_{kl}[f_k(1-f_l)+f_l(1-f_k)](A_i)_{kl}(A_j)_{lk}\delta(\omega+\varepsilon_k-\varepsilon_l).$$

At $\varepsilon_l-\varepsilon_k=\omega$ the two weights have the ratio

$$\frac{f_k(1-f_l)}{f_l(1-f_k)}=e^{\omega/kT}.$$

Their sum divided by their difference is $(e^{\omega/kT}+1)/(e^{\omega/kT}-1)=\coth(\omega/2kT)$. The difference is $f_k-f_l$, the weight found in the friction. Therefore

$$\boxed{S_{ij}(\omega)=\omega\coth\!\left(\frac{\omega}{2kT}\right)\gamma_{ij}(\omega)}$$

For $\omega\ll kT$, $\omega\coth(\omega/2kT)\to2kT$. If $\gamma_{ij}(\omega)$ is also flat over the nuclear frequencies, the nuclei obey

$$M_i\ddot R_i=-\partial_iU-\sum_j\gamma_{ij}(R)\dot R_j+\xi_i,$$

$$\langle\xi_i(t)\xi_j(t')\rangle=2kT\gamma_{ij}(R)\delta(t-t').$$

This noise strength keeps the Boltzmann distribution stationary even though friction depends on position. Let the white noise have strength $2D_{ij}(R)$. The phase-space density $W(R,P)$ obeys

$$\partial_tW=\sum_i\left[-\frac{P_i}{M_i}\partial_{R_i}W+(\partial_iU)\partial_{P_i}W\right]+\sum_{ij}\partial_{P_i}\left[\gamma_{ij}\frac{P_j}{M_j}W+D_{ij}\partial_{P_j}W\right].$$

Insert $W\propto\exp[-(\sum_iP_i^2/2M_i+U)/kT]$. The first sum cancels, since its two terms are $\pm(P_i/M_i)(\partial_iU)W/kT$. In the second, $\partial_{P_j}W=-P_jW/(M_jkT)$, so the bracket vanishes when $D_{ij}=kT\gamma_{ij}$. The noise changes momenta while its strength depends on positions, so no extra drift term arises.

## 5. A level that moves and changes width

In the Newns-Anderson model, an adsorbate orbital $a$ of energy $\varepsilon_a(R)$ couples to metal orbitals $q$ through $V_q(R)$. Its energy is taken as an effective one-electron level. Let all couplings share one factor, $V_q=\lambda(R)u_q$. Then

$$A_i=(\partial_i\varepsilon_a)|a\rangle\langle a|+(\partial_i\ln\lambda)\sum_qV_q\big(|a\rangle\langle q|+|q\rangle\langle a|\big).$$

The second term looks as if it needed the metal amplitudes, but the eigenvalue equation projected on $a$ removes them:

$$(\varepsilon_k-\varepsilon_a)\psi^k_a=\sum_qV_q\psi^k_q .$$

Using it once for $k$ and once for $l$,

$$(A_i)_{kl}=\psi_a^k\psi_a^l\left[\partial_i\varepsilon_a+(\partial_i\ln\lambda)(\varepsilon_k+\varepsilon_l-2\varepsilon_a)\right].$$

The half-width $\Delta(\varepsilon)=\pi\sum_qV_q^2\delta(\varepsilon-\varepsilon_q)$ is proportional to $\lambda^2$, so $\partial_i\ln\lambda=\tfrac12\partial_i\ln\Delta$. Define

$$w_i(\varepsilon)=\partial_i\varepsilon_a+(\varepsilon-\varepsilon_a)\partial_i\ln\Delta .$$

The bracket is $w_i$ at the mean energy $(\varepsilon_k+\varepsilon_l)/2$. With $\rho_a(\varepsilon)=\sum_k|\psi_a^k|^2\delta(\varepsilon-\varepsilon_k)$ per spin, and a factor 2 for spin,

$$\gamma_{ij}=2\pi\int d\varepsilon\,[-f'(\varepsilon)]\,\rho_a(\varepsilon)^2\,w_i(\varepsilon)w_j(\varepsilon).$$

No band shape has been assumed. At finite frequency, $-f'$ becomes $[f(\varepsilon)-f(\varepsilon+\omega)]/\omega$, $\rho_a^2$ becomes $\rho_a(\varepsilon)\rho_a(\varepsilon+\omega)$, and $w_i,w_j$ are taken at $\varepsilon+\omega/2$.

At $T=0$ the tensor is $2\pi\rho_a^2w_iw_j$ at the Fermi level, which has rank one. Motion perpendicular to the vector $w$ leaves the Fermi-level scattering unchanged to first order and is undamped in this model. At finite temperature $w$ varies across the thermal window, and a second direction can acquire friction.

## 6. The wide band

Let $\Delta$ be independent of energy and neglect the level shift due to the metal. The orbital Green's function is $1/(\varepsilon-\varepsilon_a+i\Delta)$, and $-1/\pi$ times its imaginary part is

$$\rho_a(\varepsilon)=\frac{1}{\pi}\frac{\Delta}{(\varepsilon-\varepsilon_a)^2+\Delta^2}.$$

Write $d$ for $\varepsilon_a$ relative to the Fermi level. For one coordinate $x$, with primes on $\varepsilon_a$ and $\Delta$ denoting $d/dx$, the $T=0$ friction is

$$\gamma=2\pi\rho_a(0)^2w(0)^2=\frac{2}{\pi}\left[\frac{\varepsilon_a'\Delta-d\,\Delta'}{d^2+\Delta^2}\right]^2 .$$

The bracket has a scattering meaning. Define the Fermi-level phase shift by $\tan\delta=\Delta/d$, continued through $\pi/2$ at $d=0$. Differentiation gives $\delta'=(d\Delta'-\Delta\varepsilon_a')/(d^2+\Delta^2)$, hence $\gamma=(2/\pi)(\delta')^2$. The nuclei are damped as far as their motion changes how Fermi-level electrons scatter.

For fixed width,

$$\gamma=\frac2\pi\left[\frac{\varepsilon_a'\Delta}{d^2+\Delta^2}\right]^2 .$$

A level on the Fermi energy gives $\gamma\propto\Delta^{-2}$: a narrower level changes its occupation more sharply. A distant level, $|d|\gg\Delta$, gives $\gamma\propto\Delta^2/d^4$, because few Fermi-level electrons reach the orbital.

**Finite frequency.** At $T=0$ the starting energies run from $-\Omega$ to 0. Put $\varepsilon=z-\Omega/2$ and expand about the Fermi level, with primes on $\rho_a$ meaning $d/d\varepsilon$:

$$\rho_a(z-\tfrac\Omega2)\rho_a(z+\tfrac\Omega2)\simeq\rho_a^2+2z\rho_a\rho_a'+\left(z^2-\tfrac{\Omega^2}{4}\right)\rho_a'^2+\left(z^2+\tfrac{\Omega^2}{4}\right)\rho_a\rho_a''.$$

Averaging over $-\Omega/2<z<\Omega/2$ removes the linear term and replaces $z^2$ by $\Omega^2/12$. The relative change is $\Omega^2[\rho_a''/(3\rho_a)-(\rho_a'/\rho_a)^2/6]$. For the Lorentzian,

$$\frac{\rho_a'}{\rho_a}=\frac{2d}{d^2+\Delta^2},\qquad \frac{\rho_a''}{\rho_a}=\frac{6d^2-2\Delta^2}{(d^2+\Delta^2)^2},$$

so, for fixed width,

$$\frac{\gamma(\Omega)}{\gamma(0)}-1\simeq\frac{\Omega^2(4d^2-2\Delta^2)}{3(d^2+\Delta^2)^2}.$$

**Finite temperature.** The Sommerfeld expansion adds $(\pi^2/6)(kT)^2(\rho_a^2)''$ to $\rho_a^2$. Since $(\rho_a^2)''/\rho_a^2=2[(\rho_a'/\rho_a)^2+\rho_a''/\rho_a]$, the relative change of the static friction for fixed width is

$$\frac{2\pi^2}{3}(kT)^2\frac{5d^2-\Delta^2}{(d^2+\Delta^2)^2}.$$

Both corrections are negative for a level at the Fermi energy, where $\rho_a$ has its maximum, and positive once the level is far enough away.

## 7. Lifetime of a quantum vibration

Return to the oscillator at finite temperature, with $A$ constant over its displacement. Since $|\langle n-1|x|n\rangle|^2=n/(2M\Omega)$, the downward rate is $nk_\downarrow$ and the upward rate $(n+1)k_\uparrow$, where

$$k_\downarrow=\frac{\pi}{M\Omega}\sum_{kl}f_k(1-f_l)|A_{kl}|^2\delta(\varepsilon_l-\varepsilon_k-\Omega)$$

and $k_\uparrow$ has $f_l(1-f_k)$ instead. The difference of weights gives $k_\downarrow-k_\uparrow=\gamma(\Omega)/M$, and their ratio gives $k_\uparrow/k_\downarrow=e^{-\Omega/kT}$. With $n_B=1/(e^{\Omega/kT}-1)$,

$$k_\downarrow=(n_B+1)\frac{\gamma(\Omega)}{M},\qquad k_\uparrow=n_B\frac{\gamma(\Omega)}{M}.$$

The mean quantum number obeys

$$\frac{d\langle n\rangle}{dt}=-k_\downarrow\langle n\rangle+k_\uparrow(\langle n\rangle+1)=-\frac{\gamma(\Omega)}{M}(\langle n\rangle-n_B).$$

The energy lifetime is thus $\tau=M/\gamma(\Omega)$, although individual transitions speed up markedly once $kT$ approaches $\Omega$.

The same rate fixes the linewidth. With $\eta=\gamma/M$, the absorbed power is proportional to $\omega^2\eta/[(\Omega^2-\omega^2)^2+\omega^2\eta^2]$. It is half its maximum when $|\Omega^2-\omega^2|=\omega\eta$, at $\omega_\pm=\sqrt{\Omega^2+\eta^2/4}\pm\eta/2$. The full width is $\eta=1/\tau$. For a phonon propagator $2\Omega/(\omega^2-\Omega^2-2\Omega\Pi)$, this damping means $\operatorname{Im}\Pi(\Omega)=-\gamma/(2M)$.

## 8. Numbers for three level positions

Take round parameters in atomic units: $M=50000$, $\Omega=0.001$, $\Delta=0.05$, $\varepsilon_a'=0.05$. With the level at the Fermi energy,

$$\gamma=\frac2\pi\left[\frac{0.05\times0.05}{0.05^2}\right]^2=0.6366,\qquad \tau=\frac{50000}{0.6366}=78540,$$

or 1.90 ps, with linewidth 0.346 meV. The three cases at $T=0$ are:

| $d$ (hartree) | $\gamma$ (a.u.) | $\tau$ (ps) |
|---|---|---|
| 0 | 0.6366 | 1.90 |
| 0.05 | 0.1592 | 7.60 |
| 0.10 | 0.0255 | 47.5 |

The factors 4 and 25 follow from $[1+(d/\Delta)^2]^2$. Evaluating the golden-rule rates at 300 K by quadrature changes the relaxation rates, relative to $\gamma/M$ at $T=0$, by $-0.26\%$, $+0.24\%$ and $+0.19\%$ in table order. These figures contain only the smearing of the electrons and the finite $\Omega$, with $A$ held fixed. The vibration itself also moves the level: averaging $\gamma(x)$ over the classical thermal displacement, $\langle x^2\rangle=kT/M\Omega^2=0.019$ bohr$^2$, changes it by about $-3.5\%$, $+3.8\%$ and $+3.0\%$, and zero-point motion alone gives roughly half of this. Section 9 treats the same effect at large amplitude. Even so, the level position matters far more than temperature here.

A changing width also affects the friction. At $d=0.05$ let the level broadening fall with distance, $\Delta'=-0.025$. Then

$$w(0)=0.05-0.05\times\frac{-0.025}{0.05}=0.075,$$

which is 1.5 times the fixed-width value. Friction rises by $1.5^2=2.25$ and the lifetime falls from 7.60 to 3.38 ps. With the opposite sign of $\Delta'$ the two effects would oppose each other.

At 300 K, $kT=0.00095$ hartree, and the white-noise strength for $d=0$ is $2kT\gamma=0.00121$ a.u. Here $\Omega$ is close to $kT$, and the quantum factor $(\Omega/2kT)\coth(\Omega/2kT)$ is 1.09. White noise gives the oscillator the mean energy $kT$; the quantum value $\tfrac12\Omega\coth(\Omega/2kT)$ is 9% higher.

## 9. When the vibration sweeps the level

A large vibration can carry the level out of resonance within each cycle. Let $\varepsilon_a=gx$ relative to the Fermi level, with fixed width, $T=0$ friction and a harmonic $U$. The last is a simplification: $U$ includes the electronic energy, whose curvature at $x=0$ is $-2g^2/(\pi\Delta)$ and fades as the level moves away. For the parameters of section 8 this is $-0.032$, not small beside $M\Omega^2=0.05$, so a real bond would also be anharmonic. Keeping this term, with the total curvature at $x=0$ still 0.05, shortens the decay time found below from $1.69\,\tau_0$ to about $1.6\,\tau_0$. For weak damping put $x=X\cos\theta$ and $E=\tfrac12M\Omega^2X^2$, so that $\dot x^2=(2E/M)\sin^2\theta$. With $a=gX$, the cycle-averaged loss is

$$\dot E=-\frac{2E}{M}\,\frac{2g^2\Delta^2}{\pi}\,I,\qquad I=\left\langle\frac{\sin^2\theta}{(\Delta^2+a^2\cos^2\theta)^2}\right\rangle .$$

To find $I$, set $p=\Delta^2$ and $J(p)=\langle\sin^2\theta/(p+a^2\cos^2\theta)\rangle$, so $I=-dJ/dp$. The substitution $t=\tan\theta$ gives

$$\left\langle\frac1{p+a^2\cos^2\theta}\right\rangle=\frac1\pi\int_{-\infty}^{\infty}\frac{dt}{p(1+t^2)+a^2}=\frac1{\sqrt{p(p+a^2)}}.$$

Writing $\sin^2\theta=1+p/a^2-(p+a^2\cos^2\theta)/a^2$,

$$J=\frac1{a^2}\left[\sqrt{\frac{p+a^2}{p}}-1\right],\qquad I=\frac1{2p^{3/2}\sqrt{p+a^2}}.$$

With $\tau_0=\pi M\Delta^2/(2g^2)$ and $a^2/\Delta^2=E/E_c$,

$$\boxed{\dot E=-\frac{E}{\tau_0\sqrt{1+E/E_c}}},\qquad E_c=\frac{M\Omega^2\Delta^2}{2g^2}.$$

For $E\ll E_c$ the decay is exponential. For $E\gg E_c$, $\dot E\propto-\sqrt E$: the atom is damped mainly while the level crosses the Fermi energy, and the loss per crossing is proportional to its speed.

Put $s=\sqrt{1+E/E_c}$, so $dE=2E_cs\,ds$. Then

$$-\frac{dt}{\tau_0}=\frac{2s^2}{s^2-1}ds=\left(2+\frac2{s^2-1}\right)ds,$$

and integration gives

$$2s+\ln\frac{s-1}{s+1}=\text{constant}-\frac t{\tau_0}.$$

For the parameters above, $E_c=0.025$ hartree. Start at $E=3E_c=0.075$ hartree, an amplitude of 1.73 bohr. Then $s=2$ and the initial rate is half the small-amplitude rate. The time to reach $E/e$ is $1.69\,\tau_0=3.22$ ps, instead of 1.90 ps. This start (2.0 eV, 75 quanta) illustrates the law rather than a real adsorbate. Over such a swing the width would not stay fixed: with $\Delta\propto e^{-0.5x}$, the slope used in section 8, it varies by factors from 0.42 to 2.4 and the time falls to about $1.5\,\tau_0$. Numerical integration of the damped trajectory by a Runge-Kutta method, started at rest at the turning point, gives at that time an energy 0.55% above the averaged law. Other starting phases give differences of either sign, of the order of 1%, because energy is lost unevenly within a cycle. Noise is omitted, which is reasonable for the mean energy while $E\gg kT$; at 300 K it raises the mean at that time by about 2%. Single trajectories still scatter about the mean by a relative amount of order $\sqrt{kT/E}$, here about 0.2.

## 10. How slow is slow enough?

The electronic memory time is of order $1/\Delta$. During it the level should move by much less than $\Delta$, which requires $|\dot\varepsilon_a|\ll\Delta^2$. In the large-amplitude example $gX\Omega/\Delta^2=0.035$.

The size of the error can be seen by propagating electrons directly. Take a chain of 450 sites with hopping 1, whose end orbital has coupling 0.5, at $kT=0.05$. Move the end level as $0.25-0.5\,e^{-t^2/2\sigma^2}$, and compare the absorbed energy with $\int\gamma\dot x^2dt$. For $\sigma=20$ it is between 1% and 2% below the friction value; for $\sigma=40$, less than 0.5% below.

Friction fails as a local law when the level narrows until this lag is long, or when nuclear frequencies resolve structure in $\rho_a$. Electron correlation on the orbital and self-consistent screening of $A_i$ lie outside the independent-electron formula and can change the lifetime.

Numerical values quoted here were computed with a short program.
